\section*{Class-E switching waveform at half duty and its peak voltage}

\section{The decision that depends on the peak}

When a transistor is chosen for a class-E amplifier, its breakdown voltage limits the supply. The ideal half-duty circuit gives
\begin{equation}
\frac{v_{\rm peak}}{V}=2\pi\arctan\frac{2}{\pi}\simeq3.562,
\label{eq:result}
\end{equation}
where $V$ is the supply voltage and $v_{\rm peak}$ the largest switch voltage. In this model a device with breakdown voltage $V_B$ therefore needs $V<V_B/3.562$. The derivation below also gives the circuit elements, and it shows which assumptions must hold before the number can be used as a rating.

\section{Circuit and conventions}

The supply feeds the switch node through a choke that carries a constant current $I_0$. A constant capacitance $C$ lies across the switch. From the same node a series inductor and capacitor lead to the load resistance $R$. Their loaded quality factor $Q=\omega L/R$ is taken so high that the load current is sinusoidal at the switching frequency $\omega/2\pi$.

Let $\theta=\omega t$, in radians. The switch is open for $0<\theta<\pi$ and closed, with zero voltage, for $\pi<\theta<2\pi$. The current leaving the node towards the load is
\begin{equation}
i(\theta)=I_m\sin(\theta+\phi),\qquad I_m>0.
\end{equation}
Two conditions are imposed just before the switch closes:
\begin{equation}
v(\pi)=0,\qquad \left.\frac{dv}{d\theta}\right|_{\pi}=0.
\label{eq:conditions}
\end{equation}
The first means that no charge on $C$ is dumped through the switch. The second means that the capacitor current is zero at that instant, so the switch current starts from zero.

\section{Waveform while the switch is open}

With the switch open, the difference between choke and load currents charges the capacitor. Since $C\,dv/dt=\omega C\,dv/d\theta$,
\begin{equation}
\omega C\frac{dv}{d\theta}=I_0-I_m\sin(\theta+\phi),\qquad v(0)=0.
\label{eq:charge}
\end{equation}
Integration from zero gives
\begin{equation}
\omega C\,v(\theta)=I_0\theta+I_m[\cos(\theta+\phi)-\cos\phi].
\label{eq:integrated}
\end{equation}
At $\theta=\pi$, $\cos(\pi+\phi)=-\cos\phi$, so zero voltage requires
\begin{equation}
I_0\pi-2I_m\cos\phi=0
\quad\Longrightarrow\quad I_m\cos\phi=\frac{\pi}{2}I_0 .
\label{eq:cosine}
\end{equation}
This leaves one number free. Call it $a=-I_m\sin\phi/I_0$. Expanding
\begin{equation}
I_m\cos(\theta+\phi)=I_m\cos\phi\cos\theta-I_m\sin\phi\sin\theta
=I_0\left(\frac{\pi}{2}\cos\theta+a\sin\theta\right)
\end{equation}
and inserting it in \eqref{eq:integrated} gives
\begin{equation}
v=\frac{I_0}{\omega C}\left[\theta-\frac{\pi}{2}
+\frac{\pi}{2}\cos\theta+a\sin\theta\right].
\label{eq:family}
\end{equation}
The derivative of the bracket at $\theta=\pi$ is $1-a$. Zero slope therefore selects $a=1$, and
\begin{equation}
I_m\sin\phi=-I_0,\qquad \tan\phi=-\frac{2}{\pi},\qquad
I_m=I_0\sqrt{1+\frac{\pi^2}{4}}=1.862\,I_0 .
\label{eq:phase}
\end{equation}
The cosine is positive and the sine negative, so $\phi=-32.48^\circ$.

The supply voltage enters through the choke. In a periodic state the choke current returns to its initial value after each cycle, so the mean choke voltage is zero and the mean of $v$ is $V$. Define
\begin{equation}
g(\theta)=\theta-\frac{\pi}{2}+\frac{\pi}{2}\cos\theta+\sin\theta .
\end{equation}
Over the open half-cycle $\int_0^\pi(\theta-\pi/2)\,d\theta=0$, $\int_0^\pi\cos\theta\,d\theta=0$ and $\int_0^\pi\sin\theta\,d\theta=2$. The closed half contributes nothing, hence
\begin{equation}
V=\frac{1}{2\pi}\frac{I_0}{\omega C}\,2=\frac{I_0}{\pi\omega C},
\qquad v(\theta)=\pi V g(\theta).
\label{eq:waveform}
\end{equation}

\section{The peak}

Differentiate \eqref{eq:waveform} and use $1+\cos\theta=2\cos^2(\theta/2)$ and $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$:
\begin{align}
\frac{dv}{d\theta}&=\pi V\left(1+\cos\theta-\frac{\pi}{2}\sin\theta\right)\nonumber\\
&=2\pi V\cos\frac{\theta}{2}
\left(\cos\frac{\theta}{2}-\frac{\pi}{2}\sin\frac{\theta}{2}\right).
\end{align}
Inside the interval the first cosine is positive. The last factor falls steadily from $1$ to $-\pi/2$ and vanishes once, at
\begin{equation}
\theta_p=2\arctan\frac{2}{\pi}=1.134\ {\rm rad}.
\end{equation}
The voltage thus rises from zero to a single maximum and then falls to zero; it is positive in between.

To evaluate the maximum, put $t=\tan(\theta_p/2)=2/\pi$, so that $\pi/2=1/t$. With $\cos\theta_p=(1-t^2)/(1+t^2)$ and $\sin\theta_p=2t/(1+t^2)$,
\begin{align}
\frac{\pi}{2}\cos\theta_p+\sin\theta_p
&=\frac{1-t^2}{t(1+t^2)}+\frac{2t^2}{t(1+t^2)}\nonumber\\
&=\frac{1+t^2}{t(1+t^2)}=\frac1t=\frac{\pi}{2}.
\end{align}
This cancels the $-\pi/2$ in $g$. Thus $g(\theta_p)=\theta_p$ and $v_{\rm peak}=\pi V\theta_p$, which is \eqref{eq:result}.

The size of the ratio has a simple origin. The closed half-cycle has zero voltage, so the open half must average $2V$ to give a full-cycle mean of $V$. A pulse that starts and ends at zero must rise above that average. Frequency, power and load resistance cancel from the ratio, provided the elements are chosen to enforce the waveform.

Zero voltage alone does not fix the peak. For the family \eqref{eq:family} the mean is $V=aI_0/(\pi\omega C)$, which requires $a>0$, and the final slope is $\pi V(1-a)/a$. For $a=1.5$ the slope is $-1.047V$ per radian and the peak is $3.347V$. This case needs different circuit elements, and its switch current does not start from zero.

\section{Elements that enforce the waveform}

The ideal circuit has no loss, so supply power equals load power:
\begin{equation}
VI_0=\frac12I_m^2R
\quad\Longrightarrow\quad
R=\frac{2VI_0}{I_m^2}=\frac{8}{\pi^2+4}\frac{V}{I_0}
=0.5768\frac{V}{I_0}.
\label{eq:R}
\end{equation}
Combining this with $\omega C=I_0/(\pi V)$ gives
\begin{equation}
\omega CR=\frac{8}{\pi(\pi^2+4)}=0.1836 .
\label{eq:C}
\end{equation}

The series branch must also present a positive reactance $X$ at the switching frequency. The fundamental part of its voltage is $RI_m\sin(\theta+\phi)+XI_m\cos(\theta+\phi)$. Projection on the cosine gives
\begin{equation}
XI_m=\frac1\pi\int_0^\pi v\cos(\theta+\phi)\,d\theta
=V\int_0^\pi g(\cos\phi\cos\theta-\sin\phi\sin\theta)\,d\theta .
\end{equation}
The linear part of $g$ obeys $\int_0^\pi(\theta-\pi/2)\cos\theta\,d\theta=-2$ and $\int_0^\pi(\theta-\pi/2)\sin\theta\,d\theta=0$. The squares of sine and cosine each integrate to $\pi/2$, and their product to zero. Therefore
\begin{equation}
\int_0^\pi g\cos\theta\,d\theta=\frac{\pi^2}{4}-2,\qquad
\int_0^\pi g\sin\theta\,d\theta=\frac{\pi}{2}.
\end{equation}
With $\cos\phi=\pi I_0/(2I_m)$ and $\sin\phi=-I_0/I_m$,
\begin{align}
X&=\frac{VI_0}{I_m^2}\left[\frac{\pi}{2}\left(\frac{\pi^2}{4}-2\right)
+\frac{\pi}{2}\right]
=\frac R2\left(\frac{\pi^3}{8}-\frac{\pi}{2}\right)\nonumber\\
&=\frac{\pi(\pi^2-4)}{16}R=1.1525R .
\label{eq:X}
\end{align}
The series components follow from $\omega L=QR$ and $1/(\omega C_s)=QR-X$.

These values were tested in a complete switched circuit, solved for its periodic state without imposing \eqref{eq:conditions} or a sinusoidal current. With $Q=10^4$ and a choke reactance of $10^5R$, the peak was $3.5622V$. The largest departure from \eqref{eq:waveform} on the time grid was $0.00026V$.

\section{Switch current and two losses}

While the switch is closed the capacitor voltage is constant, so the switch carries
\begin{equation}
i_s=I_0-I_m\sin(\theta+\phi)
=I_0\left(1+\cos\theta-\frac{\pi}{2}\sin\theta\right).
\label{eq:switch}
\end{equation}
It starts from zero at $\theta=\pi$. Its peak is $I_0+I_m=2.862I_0$, and at $\theta=2\pi$ the switch must interrupt $2I_0$. Turn-on is soft in both voltage and current; turn-off has zero initial voltage but a large current.

For the mean square, write $\theta=\pi+u$, which turns the bracket in \eqref{eq:switch} into $1-\cos u+(\pi/2)\sin u$. In its square, the terms linear in $\cos u$ integrate to zero, and the remaining ones give
\begin{equation}
\langle i_s^2\rangle=\frac{I_0^2}{2\pi}
\left(\pi+\frac{\pi}{2}+\frac{\pi^3}{8}+2\pi\right)
=I_0^2\left(\frac74+\frac{\pi^2}{16}\right).
\end{equation}
A small on-resistance $R_{\rm on}$ dissipates $R_{\rm on}\langle i_s^2\rangle$. Dividing by $VI_0$ and using \eqref{eq:R} for $V/I_0$ gives, to first order in $R_{\rm on}/R$,
\begin{equation}
\frac{P_{\rm on}}{VI_0}
=\frac{2(7/4+\pi^2/16)}{1+\pi^2/4}\frac{R_{\rm on}}R
=1.365\frac{R_{\rm on}}R .
\label{eq:onloss}
\end{equation}

Now let the switch current fall linearly from $2I_0$ to zero over a short angle $\theta_f$. With $u$ measured from the start of the fall, $i_s=2I_0(1-u/\theta_f)$. To leading order the total current stays at $2I_0$, so the capacitor receives $2I_0u/\theta_f$. Using $I_0/(\omega C)=\pi V$, its voltage is $v=\pi Vu^2/\theta_f$. The loss relative to supply power is
\begin{equation}
\frac1{2\pi VI_0}\int_0^{\theta_f}vi_s\,du
=\frac1{\theta_f}\int_0^{\theta_f}u^2\left(1-\frac u{\theta_f}\right)du
=\frac{\theta_f^2}{12}.
\label{eq:fall}
\end{equation}

\section{Capacitance that depends on voltage}

Transistor output capacitance usually falls as drain voltage rises. Keep the sinusoidal load current and both turn-on conditions, and retune $X$ as needed. The charge $q$ then obeys $\omega\,dq/d\theta=I_0-i$. Since $q=0$ at both ends, and finite capacitance makes zero voltage slope equivalent to zero current, the earlier algebra gives $q=I_0g/\omega$. The charge keeps its shape, while the voltage does not.

As a specific model take $C(v)=C_z(1+v/v_c)^{-1/2}$, where $C_z$ is the zero-voltage capacitance. Integrating $dq=C(v)\,dv$ gives
\begin{equation}
q=2C_zv_c\left(\sqrt{1+v/v_c}-1\right).
\end{equation}
Solving for the voltage,
\begin{equation}
v=v_c[(1+sg)^2-1],\qquad s=\frac{I_0}{2\omega C_zv_c}.
\label{eq:varying}
\end{equation}
The supply fixes $s$ through the cycle mean. We have $\langle g\rangle=1/\pi$. In $\int g^2d\theta$ the squared terms give $\pi^3/12$, $\pi^3/8$ and $\pi/2$; the one surviving cross term gives $-2\pi$. Thus
\begin{equation}
\langle g^2\rangle=\frac{5\pi^2}{48}-\frac34,\qquad
\frac V{v_c}=\frac{2s}{\pi}+s^2\langle g^2\rangle .
\label{eq:s}
\end{equation}
The positive root for $s$ is the physical one. Since $v$ increases with $g$, the peak remains at $\theta_p$.

Two limits bracket the behaviour. If $v_c\gg V$, $s$ is small, the linear term dominates and \eqref{eq:result} returns. If $v_c\ll V$, the quadratic term dominates and $v_{\rm peak}/V$ tends to $\theta_p^2/\langle g^2\rangle\simeq4.62$. The peak ratio now depends on $V/v_c$, so 3.562 is no longer a universal multiplier.

\section{Example: a 28 V gallium nitride stage}

Consider an ideal output of 10 W at 500 MHz from 28 V. The supply current is $I_0=10/28=0.3571$ A. Equations \eqref{eq:R}, \eqref{eq:C} and \eqref{eq:X} give
\begin{align}
R&=0.5768\times\frac{28}{0.3571}=45.2\ \Omega,\\
C&=\frac{0.1836}{2\pi(5\times10^8)(45.22)}\ {\rm F}=1.29\ {\rm pF},\\
X&=1.1525\times45.22=52.1\ \Omega .
\end{align}
For $Q=10$, the series inductance is 143.9 nH and the series capacitance 0.796 pF. The ideal peak voltage is $3.562\times28=99.7$ V. The peak switch current is $2.862\times0.3571=1.02$ A, and 0.714 A is interrupted at turn-off.

The required $C$ includes the transistor's own output capacitance $C_{\rm out}$. From $\omega C=I_0/(\pi V)$ and $P=VI_0$, a constant $C_{\rm out}$ in this circuit with an ideal choke must satisfy
\begin{equation}
C_{\rm out}\leq C=\frac{P}{2\pi^2fV^2},
\end{equation}
with $f=\omega/2\pi$. At fixed power and device capacitance, a lower supply permits a higher frequency, at the price of more current. A finite choke relaxes the bound: with both turn-on conditions restored by retuning, the capacitance at given power is about 4\% larger for a choke reactance of $20R$ and about 45\% larger for a reactance of $R$.

Each correction below is calculated separately. The first three keep $R$, $C$ and $X$ at their ideal values, and percentage shifts of the peak are relative to 99.7 V.

\paragraph{Loaded quality factor.} With $Q=10$ and a very large choke, the peak is 104.6 V, or 4.9\% higher. The voltage dips to $-1.2$ V and is $-0.36$ V at turn-on, so the ideal elements no longer satisfy the switching conditions. Most of the rise is this detuning: with $C$ and $X$ retuned to restore both conditions, the peak is 100.5 V.

\paragraph{Choke.} With $Q=10^4$ and a choke reactance of 904 $\Omega$, or $20R$, the peak is 107.0 V, a rise of 7.2\%. The switch voltage also goes about 9 V negative before turn-on, where a real transistor would conduct in reverse; a clamp at zero volts lowers the peak to 105.9 V. These elements therefore need retuning, and with $C$ and $X$ retuned the peak returns to 100.0 V. Although $20R$ looks large beside the load, the capacitor reactance is $R/0.1836=246\ \Omega$. The choke susceptance is therefore about 27\% of the capacitor's and opposite in sign. This ratio shows that the choke is not negligible, but it does not give the size of the effect: removing 27\% of $C$ with an ideal choke would raise the peak to 115.8 V, more than twice the actual shift. A choke should be judged against the shunt capacitor as well as the load.

\paragraph{On-resistance.} For 1 $\Omega$ in a cool device, \eqref{eq:onloss} gives a loss of 3.0\% of supply power; the circuit solution gives 2.9\%. For 2 $\Omega$ in a hot device the values are 6.0\% and 5.7\%. The peak falls to 97.8 V and 95.9 V respectively. Part of this fall follows from the mean-voltage rule: the closed switch now contributes $I_0R_{\rm on}$ to the mean, leaving less for the open interval.

\paragraph{Current fall.} A fall time of 0.1 ns corresponds to $\theta_f=0.314$ rad. Equation \eqref{eq:fall} gives a loss of $0.314^2/12=0.82\%$. Integration over the fall with the ideal total current \eqref{eq:switch} gives 0.61\%, but that current no longer meets the turn-on conditions. During the fall the switch takes a charge $I_0\theta_f/\omega$ that the capacitor would otherwise receive, which leaves the capacitor voltage $\pi V\theta_f=0.99V$ below zero at $\theta=\pi$. The circuit does not settle in that state: with the ideal elements kept, the currents readjust, the peak is 99.2 V and the switch closes on $+2.4$ V. If the network is retuned to restore both conditions with a sinusoidal load current, the loss is again 0.82\% and the peak rises to $3.74V$.

\paragraph{Varying capacitance.} With $v_c=10$ V, the capacitance at 28 V is 0.513 of its zero-voltage value, and the required $C_z$ is 2.55 pF. Then
\begin{align}
s&=\frac{0.3571}{2(2\pi\times5\times10^8)(2.55\times10^{-12})(10)}=2.23,\\
v_{\rm peak}&=10\left[(1+2.229\times1.134)^2-1\right]\ {\rm V}
\simeq114.4\ {\rm V}.
\end{align}
This is 14.7\% above the constant-capacitance result and $4.085$ times the supply.

\section{Use with a real transistor}

The example lies in the regime of small 28 V gallium nitride high-electron-mobility transistors. Its breakdown voltage of 120 V, on-resistances, fall time and capacitance law are rough typical choices, not data for a particular part. The series capacitance of 0.8 pF is small enough for layout capacitance to matter, so the simple series branch is itself an idealization at this frequency. Among the effects calculated here, voltage-dependent capacitance moves the peak most: from 83\% to 95\% of the assumed breakdown voltage.

With the elements chosen here, the finite-$Q$, finite-choke and capacitance effects each raise the peak. The first two shifts, 4.9 and 7.2 V, come mostly from detuning, whereas the 14.7 V shift remains in a tuned network. The shifts do not add. With $Q=10$, a choke of $20R$ and $C_z=2.55$ pF together, no further retuning and no reverse conduction, the peak is about 136 V, above both the simple sum of 126 V and the breakdown voltage. With $C_z$ and $X$ retuned to restore both turn-on conditions it is about 117 V, only 3 V below breakdown. The ideal margin of 20 V is not enough to establish that this stage is safe at 28 V.

Load mismatch, package inductance, charge trapping and reverse conduction are also absent. A rating decision therefore needs a combined periodic calculation with the device's measured capacitance curve, the actual choke and output network, and the full range of expected loads. Equation \eqref{eq:result} supplies the starting point for that calculation and the value it should recover when the ideal assumptions are restored; it is not a bound on the peak in a real stage. The numerical output lists most of the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Peak voltage / supply, formula: 3.5620
Peak voltage / supply, circuit Q=10000: 3.5622
Largest waveform difference / supply: 0.00026
Peak angle: 1.1338 rad
Peak angle: 64.96 deg
Load-current phase phi: -32.48 deg
v/V at 30 deg: 2.5546
v/V at 60 deg: 3.5432
v/V at 90 deg: 3.1416
v/V at 120 deg: 1.8982
v/V at 150 deg: 0.5870
Load-current amplitude / I0: 1.8621
Peak switch current / I0: 2.8621
RMS switch current / I0: 1.5385
I0*R/V: 0.5768
omega*C*R: 0.1836
X/R: 1.1525
Conduction-loss coefficient: 1.3652
Zero-voltage case a=1.5, peak/V: 3.3472
Zero-voltage case a=1.5, slope/V: -1.0469 per rad
Example supply: 28.0 V
Example ideal output power: 10.0 W
Example frequency: 500.0 MHz
Supply current I0: 0.3571 A
Load resistance R: 45.22 ohm
Shunt capacitance C: 1.292 pF
Excess reactance X: 52.12 ohm
Series inductance at Q=10: 143.9 nH
Series capacitance at Q=10: 0.796 pF
Ideal peak switch voltage: 99.74 V
Peak switch current: 1.022 A
Current interrupted at turn-off: 0.714 A
Rough breakdown voltage: 120 V
Ideal peak / breakdown: 0.831
Peak with Q=10: 104.60 V
Turn-on voltage with Q=10: -0.36 V
Choke reactance in finite-choke case: 904.4 ohm
Peak with finite choke: 106.95 V
On-resistance, cool: 1.0 ohm
First-order loss, cool: 3.02 %
Circuit loss, cool: 2.94 %
Peak with on-resistance, cool: 97.77 V
On-resistance, hot: 2.0 ohm
First-order loss, hot: 6.04 %
Circuit loss, hot: 5.73 %
Peak with on-resistance, hot: 95.90 V
Current fall time: 0.10 ns
Fall angle: 0.3142 rad
Turn-off loss, short-fall formula: 0.82 %
Turn-off loss, integrated: 0.61 %
Capacitance-law voltage: 10.0 V
C(28 V)/C(0): 0.513
Required zero-voltage capacitance: 2.550 pF
Peak with varying capacitance: 114.39 V
Varying-capacitance peak / supply: 4.085
Varying-capacitance peak / breakdown: 0.953
\end{verbatim}
